# Negative effective repulsion at a defect and the unstable singly occupied state

Consider a defect in a crystal with one localized orbital, which can hold $n=0$, $1$ or $2$ electrons. Let $n=n_\uparrow+n_\downarrow$, where each spin occupation is 0 or 1. The orbital energy is $\varepsilon$, two electrons in the orbital repel each other with energy $U\ge 0$, and one lattice mode of displacement $Q$, momentum $P$, mass $M$ and spring constant $k>0$ responds to the charge:

$$
H=\varepsilon n+U n_\uparrow n_\downarrow+\frac{P^2}{2M}+\frac12 kQ^2-\lambda Qn .
$$

The origin $Q=0$ is the equilibrium position of the empty defect, and $\varepsilon$ is the orbital energy at that position. The coupling $\lambda$ is a force: each electron pushes the mode with force $+\lambda$ towards positive $Q$ if $\lambda>0$. Energies are measured from the top of the valence band.

The defect exchanges electrons with a reservoir at Fermi level $\mu$. Which charge state is stable is decided by the grand energy $\Omega_n=E_n-n\mu$, where $E_n$ is the lowest energy with $n$ electrons. The exchange is assumed to be weak: it lets the defect reach equilibrium but does not mix states of different $n$. This suits an orbital whose energy stays in the band gap as the lattice relaxes, and it fails for an orbital strongly hybridized with a continuum. The claim to be shown is that, when the relaxed repulsion between the two electrons is negative, $n=1$ has the lowest grand energy at no value of $\mu$.

**Relaxed energies.** Since $H$ conserves $n$, each charge state can be treated separately. The product $n_\uparrow n_\downarrow$ is 0 for $n=0$ and $n=1$, and 1 for $n=2$, so it equals $n(n-1)/2$ in all three cases. For a classical lattice at rest the energy is therefore

$$
V_n(Q)=\varepsilon n+\frac U2 n(n-1)+\frac12kQ^2-n\lambda Q .
$$

The terms that contain $Q$ can be written as a square:

$$
\frac12kQ^2-n\lambda Q
=\frac12k\left(Q-\frac{n\lambda}{k}\right)^2-\frac{n^2\lambda^2}{2k}.
$$

Expanding the right-hand side confirms this: the cross term is $-n\lambda Q$, and the constant $+n^2\lambda^2/2k$ from the square is cancelled by the last term. Because $k>0$, the minimum lies where the square vanishes:

$$
Q_n=\frac{n\lambda}{k},\qquad
E_n=\varepsilon n+\frac U2n(n-1)-\frac{n^2\lambda^2}{2k}.
$$

The last term is a balance of two contributions. The coupling supplies $-n\lambda Q_n=-n^2\lambda^2/k$, and half of this is spent on the elastic energy $kQ_n^2/2=n^2\lambda^2/2k$. The net gain grows as $n^2$ because a second electron doubles both the force and the displacement. The first electron gains $\lambda^2/2k$, while the second adds $(4-1)\lambda^2/2k=3\lambda^2/2k$. This difference is the origin of the attraction.

**The effective repulsion.** Two singly occupied defects, far apart, can exchange one electron and become one empty and one doubly occupied defect. The energy change after relaxation defines

$$
U_{\rm eff}=E_2+E_0-2E_1 .
$$

The three energies are

$$
E_0=0,\qquad
E_1=\varepsilon-\frac{\lambda^2}{2k},\qquad
E_2=2\varepsilon+U-\frac{2\lambda^2}{k}.
$$

On substitution the orbital energies cancel, and

$$
U_{\rm eff}=U-\frac{2\lambda^2}{k}+\frac{\lambda^2}{k}
=U-\frac{\lambda^2}{k}.
$$

The sign is negative when $\lambda^2/k>U$, that is, for a strong coupling or a soft mode. The sign of $\lambda$ is irrelevant, since reversing it only reverses the direction of the displacement. For $\lambda\to0$ or $k\to\infty$ the lattice does not respond and $U_{\rm eff}\to U$.

For a harmonic mode with a fixed spring constant, the choice of reference charge does not matter either. If the mode couples to $n-n_0$, the relaxation term becomes

$$
-\frac{\lambda^2(n-n_0)^2}{2k}
=-\frac{\lambda^2n^2}{2k}+\frac{\lambda^2n_0n}{k}-\frac{\lambda^2n_0^2}{2k}.
$$

The second term shifts the orbital energy and the third is a constant. Neither contributes to $E_2+E_0-2E_1$.

**A quantum lattice.** The result does not depend on treating the lattice classically. In the sector with $n$ electrons the same completed square gives

$$
H_n=E_n+\frac{P^2}{2M}+\frac12k(Q-Q_n)^2 .
$$

The shift $Q\to Q+Q_n$ leaves $P$ unchanged, so each sector is an oscillator of the same frequency $\omega=\sqrt{k/M}$, with levels

$$
E_{n,m}=E_n+\hbar\omega\left(m+\tfrac12\right),\qquad m=0,1,2,\dots
$$

The zero-point energy $\hbar\omega/2$ enters $E_2+E_0-2E_1$ with total weight $1+1-2=0$. For the same reason the vibrational partition function is common to all charge states and drops out of their relative populations.

**Why single occupancy is not the ground state.** Compare $\Omega_1$ with the average of its two competitors:

$$
\Omega_1-\frac{\Omega_0+\Omega_2}{2}
=E_1-\mu-\frac{E_0+E_2-2\mu}{2}
=-\frac{U_{\rm eff}}{2}.
$$

The Fermi level has cancelled, so the relation holds for every $\mu$. The smaller of two numbers cannot exceed their average. If $U_{\rm eff}<0$, then

$$
\min(\Omega_0,\Omega_2)\le\frac{\Omega_0+\Omega_2}{2}
=\Omega_1-\frac{|U_{\rm eff}|}{2}<\Omega_1 .
$$

At least one of the other charge states is thus lower than $n=1$ by $|U_{\rm eff}|/2$ or more. This proves the claim.

The transition levels show the same fact. The level $\mu_{01}$ is the Fermi level at which $\Omega_0=\Omega_1$, and $\mu_{12}$ is that at which $\Omega_1=\Omega_2$:

$$
\mu_{01}=E_1-E_0=\varepsilon-\frac{\lambda^2}{2k},\qquad
\mu_{12}=E_2-E_1=\varepsilon+U-\frac{3\lambda^2}{2k}.
$$

The state $n=1$ beats $n=0$ if $\mu>\mu_{01}$, and it beats $n=2$ if $\mu<\mu_{12}$. Both conditions can hold only if $\mu_{12}>\mu_{01}$, and the width of the window is $\mu_{12}-\mu_{01}=U_{\rm eff}$. For positive $U_{\rm eff}$ the defect fills one electron at a time. At $U_{\rm eff}=0$ the window shrinks to one Fermi level, at which all three states are degenerate. For negative $U_{\rm eff}$ the levels are inverted, and the ground state passes directly from $n=0$ to $n=2$ where $\Omega_0=\Omega_2$:

$$
\mu_{02}=\frac{E_2-E_0}{2}=\varepsilon+\frac U2-\frac{\lambda^2}{k}.
$$

**What the lattice has to do.** The instability requires relaxation. Hold the lattice at $Q_1=\lambda/k$ and set $\mu=\mu_{02}$. The elastic energy is then common to all charge states, and adding an electron costs

$$
V_2(Q_1)-V_1(Q_1)-\mu_{02}
=\varepsilon+U-\frac{\lambda^2}{k}-\mu_{02}=\frac U2 .
$$

Removing one costs

$$
V_0(Q_1)-V_1(Q_1)+\mu_{02}
=-\varepsilon+\frac{\lambda^2}{k}+\mu_{02}=\frac U2 .
$$

For $U>0$ the singly occupied defect is therefore stable against both changes as long as the lattice is frozen. After either change the mode is displaced by $\lambda/k$ from its new equilibrium, and relaxation returns $\tfrac12k(\lambda/k)^2=\lambda^2/2k$. The net change is $U/2-\lambda^2/2k=U_{\rm eff}/2$, which is negative in the case considered. "Never stable" thus refers to the relaxed ground state. The lattice alone protects $n=1$ only weakly: at $\mu_{02}$ its curve crosses those of $n=0$ and $n=2$ at an energy $kU^2/8\lambda^2$ above its minimum, which is 0.023 eV in the example below, less than one phonon quantum. A singly occupied defect may still persist for some time if charge exchange with the reservoir is slow, and a single isolated defect that cannot exchange charge keeps its one electron whatever the sign of $U_{\rm eff}$.

**Finite temperature.** Let $g_n$ be the electronic degeneracy of charge state $n$, and $\beta=1/k_{\rm B}T$. The populations $p_n$ are proportional to $w_n=g_ne^{-\beta\Omega_n}$. Since $(\sqrt{w_0}-\sqrt{w_2})^2\ge0$, we have $w_0+w_2\ge2\sqrt{w_0w_2}$, and hence

$$
\frac{p_0+p_2}{p_1}\ge\frac{2\sqrt{w_0w_2}}{w_1}
=\frac{2\sqrt{g_0g_2}}{g_1}\,
e^{\beta[\Omega_1-(\Omega_0+\Omega_2)/2]}
=\frac{2\sqrt{g_0g_2}}{g_1}\,e^{-\beta U_{\rm eff}/2}.
$$

Equality is reached at the Fermi level where $w_0=w_2$. Because $p_0+p_1+p_2=1$, the largest fraction of singly occupied defects over all Fermi levels is

$$
p_1^{\max}=\left[1+\frac{2\sqrt{g_0g_2}}{g_1}\,
e^{-U_{\rm eff}/2k_{\rm B}T}\right]^{-1}.
$$

For one orbital with spin, $g_0=g_2=1$ and $g_1=2$, so the prefactor is 1. With $U_{\rm eff}<0$ the fraction vanishes as $T\to0$, but it is not zero at finite temperature.

The state $n=1$ can even become the most populated one. The larger of $w_0$ and $w_2$ is at least $\sqrt{w_0w_2}$, with equality at $w_0=w_2$. A Fermi level with $w_1>\max(w_0,w_2)$ therefore exists if and only if $w_1>\sqrt{w_0w_2}$. For $g_1>\sqrt{g_0g_2}$ and $U_{\rm eff}<0$ this means

$$
k_{\rm B}T\,\ln\frac{g_1}{\sqrt{g_0g_2}}>\frac{|U_{\rm eff}|}{2}.
$$

With spin alone the logarithm is $\ln2$. Above this temperature the entropy of the unpaired spin outweighs the energy gained by pairing. The statement about the ground state is unaffected, but it no longer identifies the dominant charge state at every Fermi level.

**A worked example.** Take $\varepsilon=0.30$ eV, $U=0.25$ eV, $k=500$ eV/nm² and $\lambda=13$ eV/nm. Then

$$
\frac{\lambda^2}{k}=\frac{169}{500}\ \text{eV}=0.338\ \text{eV},\qquad
U_{\rm eff}=0.250-0.338=-0.088\ \text{eV}.
$$

The displacements are $Q_1=13/500=0.026$ nm and $Q_2=0.052$ nm. The relaxation energies are 0.169 eV for one electron and four times as much, 0.676 eV, for two. The relaxed energies follow as

$$
E_1=0.300-0.169=0.131\ \text{eV},\qquad
E_2=0.600+0.250-0.676=0.174\ \text{eV}.
$$

The first electron has its level at $\mu_{01}=0.131$ eV and the second at $\mu_{12}=0.174-0.131=0.043$ eV. The second electron is thus bound more deeply than the first, by 0.088 eV. The ground state changes from empty to doubly occupied at $\mu_{02}=0.174/2=0.087$ eV.

Three Fermi levels show the competition:

| $\mu$ (eV) | $\Omega_0$ (eV) | $\Omega_1$ (eV) | $\Omega_2$ (eV) |
|---|---|---|---|
| 0.020 | 0.000 | 0.111 | 0.134 |
| 0.087 | 0.000 | 0.044 | 0.000 |
| 0.160 | 0.000 | −0.029 | −0.146 |

In the last row $n=1$ lies below $n=0$, yet $n=2$ is lower still. At $\mu_{02}$ the singly occupied state lies 0.044 eV above the other two, which is $|U_{\rm eff}|/2$. With the lattice frozen at $Q_1$, adding or removing an electron there would cost 0.125 eV. Relaxation returns 0.169 eV, and the balance is $-0.044$ eV.

With a mode mass of 28 u the phonon quantum is 0.0273 eV. Diagonalizing the Hamiltonian in a basis of phonon states of the undisplaced oscillator gives $U_{\rm eff}=-0.0880$ eV, as does numerical minimization of the classical energy curves. This agrees with the cancellation of the zero-point energy.

For contrast, raise $U$ to 0.45 eV and hold the other parameters fixed. Then $U_{\rm eff}=0.450-0.338=0.112$ eV, and a scan of the Fermi level finds $n=1$ lowest over a window of 0.112 eV.

At 77 K, $k_{\rm B}T$ is about 0.0066 eV. In the original example with spin degeneracy alone, the largest singly occupied fraction is $1.3\times10^{-3}$; at 150 K it is $3.2\times10^{-2}$. The temperature above which $n=1$ can be the most populated state is 737 K. These values treat the parameters as independent of temperature.

**The silicon vacancy.** The parameters were chosen to lie in the rough regime of the isolated vacancy in silicon, a defect produced by ion implantation. The states $n=0$, 1 and 2 then stand for $V^{2+}$, $V^{+}$ and $V^{0}$. The real defect has inverted levels roughly 0.1 eV and 0.05 eV above the valence band, so the model levels are of the right size by construction and are not a prediction. The values of $k$, $\lambda$ and $U$ are round effective numbers, not separately established properties of the vacancy. They also strain the assumption of weak exchange. The transition levels between relaxed states lie in the gap, but with the lattice held at $Q_1$ the energy of the first electron is $\varepsilon-\lambda^2/k=-0.038$ eV, and at $Q_2$ that of the second is $\varepsilon+U-2\lambda^2/k=-0.126$ eV. Both lie below the valence band top, where the orbital can hybridize with band states, and the model neglects this. Isolated vacancies become mobile well below room temperature, which is why the populations are given at low temperature. In p-type silicon they already begin to migrate near 150 K, so the value at that temperature lies at the upper end of the useful range. The 737 K threshold is a property of the model and does not describe vacancies surviving an anneal.

The real vacancy breaks the assumption of a single orbital. Its relevant level is threefold degenerate before the lattice distorts, and the distortion can choose one of three equivalent directions. If these directions are equally accessible, the degeneracies are $g_0=1$, $g_1=2\times3=6$ and $g_2=3$. With the same energies, the largest fraction of $V^+$ rises to $2.3\times10^{-3}$ at 77 K and $5.4\times10^{-2}$ at 150 K. The threshold for dominance falls from 737 K to 411 K. The ground-state argument is unchanged, because degeneracies do not enter it. At finite temperature, however, they move the Fermi level at which $V^{2+}$ and $V^0$ are equally populated from $\mu_{02}$ to $\mu_{02}-\tfrac12k_{\rm B}T\ln3$, which is 0.007 eV lower at 150 K. Between these two Fermi levels the most populated state is not the ground state, even below the threshold.

**Where the lattice model is sensitive.** The displacement $Q_2=0.052$ nm is about a fifth of a silicon bond length (about a tenth per atom if $Q$ is a normalized mode shared by four atoms), so a harmonic mode with a fixed spring constant is a strong assumption. Suppose first that the spring constant depends on occupancy as $k_n=k(1+an)$, with $1+2a>0$. The relaxation energy becomes $n^2\lambda^2/[2k(1+an)]$, and the second difference is

$$
U_{\rm eff}(a)=U-\frac{\lambda^2}{k}\left[\frac{2}{1+2a}-\frac{1}{1+a}\right]
=U-\frac{\lambda^2}{k}\,\frac{1}{(1+a)(1+2a)} .
$$

The last step uses $2(1+a)-(1+2a)=1$. A mode that stiffens by 5% per electron has $U_{\rm eff}=-0.043$ eV, and one that softens by 5% has $-0.145$ eV. The sign is lost when $(1+a)(1+2a)=\lambda^2/kU=1.352$, which happens at a stiffening of 10.9% per electron. These values hold $k$ and $\lambda$ fixed at the equilibrium of the empty defect, and here the reference does matter. If the mode couples to $n-1$ with the same $k$ and $\lambda$, then $U_{\rm eff}=U-(\lambda^2/2k)[1+1/(1+2a)]$, the two values become $-0.073$ and $-0.107$ eV, and the sign is lost only at 54%. If it couples to $n-2$, stiffening makes $U_{\rm eff}$ more negative. The frequencies now differ between charge states, so the zero-point energies no longer cancel, but for 5% stiffening they change $U_{\rm eff}$ by only about $-8\times10^{-6}$ eV. The large shifts come from the relaxation energies: $U_{\rm eff}$ is a small difference between two larger quantities.

Next add a term $cQ^3$ with the original spring constant. To first order in $c$, the energy of state $n$ changes by $cQ_n^3=cn^3Q_1^3$, and $U_{\rm eff}$ changes by $(8-2)cQ_1^3=6cQ_1^3$. For $\lambda>0$, where $Q_1>0$, a positive $c$ therefore opposes the attraction and a negative one favours it; for $\lambda<0$ the roles are exchanged. Let its size at $Q_2$ be 10% of the elastic energy there, so that $|c|=481$ eV/nm³. Minimization near the harmonic equilibria then gives $U_{\rm eff}=-0.047$ eV for positive $c$ and $-0.159$ eV for negative $c$. The sign survives in both cases, but the magnitude changes by roughly half or more. This again takes $k$ as the curvature at the equilibrium of the empty defect; the first-order shift reflects the changed curvature $k+6cQ_1$ at the midpoint $Q_1$. If $k$ and $c$ are defined about the equilibrium of $n=1$, the first-order terms cancel and either sign of $c$ gives $-0.090$ eV.

Finally, the definition of $U_{\rm eff}$ places the two defects far apart. Two $V^+$ centres at 10 nm, in a medium of relative permittivity 11.7 without screening by free carriers, repel each other with 0.0123 eV. After an electron has passed between them, one centre is neutral and this repulsion is gone. The energy change of the reaction is then $-0.088-0.012=-0.100$ eV, so at this distance the repulsion favours disproportionation. With the anharmonicities assumed above, defined about the equilibrium of the empty defect, the changed relaxation energies shift $U_{\rm eff}$ by 0.04 to 0.07 eV, which is more than this repulsion; defined about the equilibrium of $n=1$, they shift it by 0.002 to 0.019 eV. An accurate value of $U_{\rm eff}$ for a real defect needs relaxed energies calculated separately in each charge state. The inequality for $\Omega_1$ can then be applied to those energies directly, since it uses only their second difference and not the harmonic form of the lattice energy.

## Table of computed values

```
orbital energy eps = 0.30 eV above valence band top
repulsion U = 0.25 eV
spring constant k = 500 eV/nm^2
coupling lam = 13 eV/nm
mode mass = 28 u
phonon quantum = 0.0273 eV
lam^2/k = 0.338 eV
n=0: Q = 0.0000 nm, relaxed E = 0.000 eV, relaxation = -0.000 eV
n=1: Q = 0.0260 nm, relaxed E = 0.131 eV, relaxation = 0.169 eV
n=2: Q = 0.0520 nm, relaxed E = 0.174 eV, relaxation = 0.676 eV
U_eff by minimisation = -0.0880 eV
U_eff by phonon diagonalisation = -0.0880 eV
U_eff by formula = -0.0880 eV
level 0/1 = 0.131 eV above valence band top
level 1/2 = 0.043 eV above valence band top
level 0/2 = 0.087 eV above valence band top
mu = 0.020 eV: Omega_0, Omega_1, Omega_2 = 0.000, 0.111, 0.134 eV
mu = 0.087 eV: Omega_0, Omega_1, Omega_2 = 0.000, 0.044, 0.000 eV
mu = 0.160 eV: Omega_0, Omega_1, Omega_2 = 0.000, -0.029, -0.146 eV
excess of Omega_1 at level 0/2 = 0.044 eV
frozen-lattice cost to add an electron = 0.125 eV
frozen-lattice cost to remove an electron = 0.125 eV
random sets tested: 47 with U_eff<0, 103 with U_eff>0
control U = 0.45 eV: U_eff = 0.112 eV, n=1 window = 0.112 eV
largest n=1 fraction, spin only, 77 K = 1.32e-03
largest n=1 fraction, spin only, 150 K = 3.22e-02
largest n=1 fraction, with orientations, 77 K = 2.28e-03
largest n=1 fraction, with orientations, 150 K = 5.44e-02
n=1 can be most populated above, spin only = 737 K
n=1 can be most populated above, with orientations = 411 K
U_eff, spring 5% softer per electron = -0.145 eV
U_eff, spring 5% stiffer per electron = -0.043 eV
zero-point change of U_eff, 5% stiffer = -7.9e-06 eV
stiffening per electron that gives U_eff=0 = 10.9 %
cubic coefficient for 10% of elastic energy at Q_2 = 481 eV/nm^3
U_eff with positive cubic term = -0.047 eV
U_eff with negative cubic term = -0.159 eV
relative permittivity used = 11.7
repulsion of two V+ at 10 nm = 0.0123 eV
```
